# Angular momentum in d dimensions and interdimensional degeneracy: a program that tests the result

```python
"""
Result under test: in d dimensions the squared angular momentum
L^2 = sum_{i<j} L_ij^2, L_ij = -i (x_i d_j - x_j d_i), has eigenvalues
l(l+d-2) with degeneracy (2l+d-2)(l+d-3)!/(l!(d-2)!), and for a fixed central
potential V(r) the reduced radial equation for u = r^((d-1)/2) R,
   -u''/2 + [(Lam^2 - 1/4)/(2 r^2) + V] u = E u,   Lam = l + (d-2)/2,
is the same for (d, l) and (d+2, l-1), while R_(d,l) = r R_(d+2,l-1).
Units: hbar = m = omega = 1 (energy in hbar*omega).
Example potential: V = r^2/2 + QUARTIC r^4.
"""
from collections import Counter
from itertools import combinations
from math import comb, factorial, sqrt, pi

import numpy as np
import sympy as sp
from scipy.linalg import eigh, null_space
from scipy.sparse import coo_matrix, diags

QUARTIC = 0.1       # strength of the r^4 term
BASIS_FREQ = 1.6    # frequency of the Cartesian oscillator basis functions
SHELLS = 6          # highest radial excitation kept in the basis


def compositions(d, total):
    """All d-tuples of non-negative integers with the given sum."""
    if d == 1:
        return [(total,)]
    return [(k,) + rest for k in range(total + 1)
            for rest in compositions(d - 1, total - k)]


def eigenvalue_formula(d, l):
    return l * (l + d - 2)


def degeneracy_formula(d, l):
    if l == 0:
        return 1
    return ((2 * l + d - 2) * factorial(l + d - 3)
            // (factorial(l) * factorial(d - 2)))


def rotation_matrices(d, degree):
    """x_i d_j - x_j d_i on homogeneous polynomials, using monomials
    divided by sqrt(product of factorials of the exponents)."""
    states = compositions(d, degree)
    index = {s: n for n, s in enumerate(states)}
    result = {}
    for i, j in combinations(range(d), 2):
        hop = np.zeros((len(states), len(states)))
        for s, col in index.items():
            if s[j] > 0:
                t = list(s)
                t[j] -= 1
                t[i] += 1
                hop[index[tuple(t)], col] = sqrt(s[j] * (s[i] + 1))
        result[i, j] = hop - hop.T
    return result


def casimir_matrix(d, degree):
    return -sum(a @ a for a in rotation_matrices(d, degree).values())


def counted_spectrum(d, degree):
    values = np.linalg.eigvalsh(casimir_matrix(d, degree))
    assert np.max(np.abs(values - np.rint(values))) < 1e-8
    return Counter(int(v) for v in np.rint(values))


def laplacian_matrix(d, degree):
    source = compositions(d, degree)
    target = {s: n for n, s in enumerate(compositions(d, degree - 2))}
    matrix = np.zeros((len(target), len(source)))
    for col, s in enumerate(source):
        for i in range(d):
            if s[i] >= 2:
                t = list(s)
                t[i] -= 2
                matrix[target[tuple(t)], col] += sqrt(s[i] * (s[i] - 1))
    return matrix


# --- angular spectrum and degeneracy from explicit matrices ---
for d in range(2, 7):
    for degree in range(6):
        expected = {eigenvalue_formula(d, l): degeneracy_formula(d, l)
                    for l in range(degree, -1, -2)}
        assert dict(counted_spectrum(d, degree)) == expected
        if degree >= 2:
            lap = laplacian_matrix(d, degree)
            assert np.linalg.matrix_rank(lap) == lap.shape[0]   # onto
            harmonic = null_space(lap)
            assert harmonic.shape[1] == degeneracy_formula(d, degree)
            residual = (casimir_matrix(d, degree) @ harmonic
                        - eigenvalue_formula(d, degree) * harmonic)
            assert np.max(np.abs(residual)) < 1e-8
            difference = (comb(degree + d - 1, d - 1)
                          - comb(degree + d - 3, d - 1))
            assert difference == harmonic.shape[1]

# --- so(d) commutators and invariance of L^2, in four dimensions ---
dim_test = 4
real_rot = rotation_matrices(dim_test, 3)
size = next(iter(real_rot.values())).shape[0]
L = {(i, i): np.zeros((size, size), complex) for i in range(dim_test)}
for (i, j), a in real_rot.items():
    L[i, j], L[j, i] = -1j * a, 1j * a
L_squared = casimir_matrix(dim_test, 3)
for (i, j) in real_rot:
    assert np.allclose(L_squared @ L[i, j], L[i, j] @ L_squared, atol=1e-10)
    for (k, m) in real_rot:
        right = 1j * ((i == k) * L[j, m] + (j == m) * L[i, k]
                      - (i == m) * L[j, k] - (j == k) * L[i, m])
        left = L[i, j] @ L[k, m] - L[k, m] @ L[i, j]
        assert np.allclose(left, right, atol=1e-10)

# --- L^2 = -r^2 Laplacian + D^2 + (d-2) D on an arbitrary function ---
for d in (2, 3, 4):
    x = sp.symbols(f"x1:{d + 1}")
    f = sp.Function("f")(*x)

    def dilate(h):
        return sum(c * sp.diff(h, c) for c in x)

    def rotate(h, a, b):
        return a * sp.diff(h, b) - b * sp.diff(h, a)

    direct = -sum(rotate(rotate(f, a, b), a, b) for a, b in combinations(x, 2))
    formula = (-sum(c**2 for c in x) * sum(sp.diff(f, c, 2) for c in x)
               + dilate(dilate(f)) + (d - 2) * dilate(f))
    assert sp.expand(direct - formula) == 0

# --- radial transformations for symbolic d and l ---
r, s, ell = sp.symbols("r s l", positive=True)   # s = (d-1)/2
dim = 2 * s + 1


def radial_laplacian(R, dimension, l):
    return (sp.diff(R, r, 2) + (dimension - 1) / r * sp.diff(R, r)
            - l * (l + dimension - 2) / r**2 * R)


u = sp.Function("u")(r)
S = sp.Function("S")(r)
lam_symbol = ell + (dim - 2) / 2
reduced = sp.diff(u, r, 2) - (lam_symbol**2 - sp.Rational(1, 4)) / r**2 * u
assert sp.simplify(sp.expand(
    r**s * radial_laplacian(r**(-s) * u, dim, ell) - reduced)) == 0
assert sp.simplify(sp.expand(
    radial_laplacian(r * S, dim, ell)
    - r * radial_laplacian(S, dim + 2, ell - 1))) == 0


# --- full Hamiltonian in Cartesian coordinates ---
def cartesian_hamiltonian(d, n_odd, max_quanta):
    """Sector odd in the first n_odd coordinates and even in the others.
    One extra shell makes the projected r^4 matrix exact."""
    kmax = (max_quanta - n_odd) // 2
    states = [tuple(2 * k + (i < n_odd) for i, k in enumerate(ks))
              for total in range(kmax + 2) for ks in compositions(d, total)]
    index = {st: n for n, st in enumerate(states)}
    rows, cols, vals = [], [], []
    for st, col in index.items():
        for i in range(d):
            up = st[:i] + (st[i] + 2,) + st[i + 1:]
            if up in index:
                rows.append(index[up])
                cols.append(col)
                vals.append(sqrt((st[i] + 1) * (st[i] + 2)) / (2 * BASIS_FREQ))
    shape = (len(states), len(states))
    raising = coo_matrix((vals, (rows, cols)), shape=shape).tocsr()
    quanta = np.array([sum(st) for st in states])
    r2 = (raising + raising.T
          + diags((2 * quanta + d) / (2 * BASIS_FREQ))).tocsr()
    keep = comb(kmax + d, d)
    r4 = (r2 @ r2)[:keep, :keep].toarray()
    H = ((1 - BASIS_FREQ**2) / 2 * r2[:keep, :keep].toarray() + QUARTIC * r4
         + np.diag(BASIS_FREQ * (quanta[:keep] + d / 2)))
    return H, states[:keep]


def oscillator_functions(x, nmax):
    y = sqrt(BASIS_FREQ) * x
    phi = [(BASIS_FREQ / pi)**0.25 * np.exp(-y**2 / 2)]
    phi.append(sqrt(2) * y * phi[0])
    for n in range(1, nmax):
        phi.append(sqrt(2 / (n + 1)) * y * phi[n]
                   - sqrt(n / (n + 1)) * phi[n - 1])
    return np.array(phi)


def value_on_diagonal(d, states, vector, radius):
    """Wavefunction at distance radius along the direction (1,1,...,1)."""
    phi = oscillator_functions(radius / sqrt(d), 2 * SHELLS + 4)
    return float(np.prod(phi[np.array(states)], axis=1) @ vector)


# --- reduced radial equation by Chebyshev collocation ---
def reduced_radial_levels(coefficient, box=7.0, n=60):
    k = np.arange(n + 1)
    nodes = np.cos(pi * k / n)
    c = np.where((k == 0) | (k == n), 2.0, 1.0) * (-1.0)**k
    D = np.outer(c, 1 / c) / (nodes[:, None] - nodes[None, :] + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    second = (D @ D)[1:-1, 1:-1] * (2 / box)**2
    rad = box * (1 + nodes[1:-1]) / 2
    potential = rad**2 / 2 + QUARTIC * rad**4
    H = -second / 2 + np.diag(coefficient / (2 * rad**2) + potential)
    return np.sort(np.linalg.eigvals(H).real)[:2]


print("Angular spectrum on polynomials of degree 4 in d = 4:")
for value, count in sorted(counted_spectrum(4, 4).items()):
    print(f"  L^2 = {value} hbar^2, multiplicity {count}")
print(f"Potential V = r^2/2 + {QUARTIC} r^4 (oscillator units)")
print(f"Cartesian basis frequency = {BASIS_FREQ} omega")
print(f"Radial functions per angular function = {SHELLS + 1}")

chain = [(3, 2), (5, 1), (7, 0)]
ground, excited, multiplicity, profile = {}, {}, {}, {}
radii = np.array([0.5, 1.0, 1.5, 2.0])
for d, l in chain:
    angular = max(counted_spectrum(d, l))
    dimensional = (d - 1) * (d - 3) / 4
    coefficient = angular + dimensional
    assert abs(coefficient - ((l + (d - 2) / 2)**2 - 0.25)) < 1e-12
    radial = reduced_radial_levels(coefficient)
    max_quanta = l + 2 * SHELLS
    H, states = cartesian_hamiltonian(d, l, max_quanta)
    energies, vectors = eigh(H)
    ground[d] = energies[0]
    excited[d] = energies[np.argmin(np.abs(energies - radial[1]))]
    # finite oscillator basis: the excited level converges more slowly
    assert abs(ground[d] - radial[0]) < 1e-4
    assert abs(excited[d] - radial[1]) < 5e-3
    profile[d] = np.array([value_on_diagonal(d, states, vectors[:, 0], q)
                           for q in radii])
    multiplicity[d] = 0
    for n_odd in range(min(d, max_quanta) + 1):
        sector = np.linalg.eigvalsh(
            cartesian_hamiltonian(d, n_odd, max_quanta)[0])
        hits = int(np.sum(np.abs(sector - ground[d]) < 1e-8))
        multiplicity[d] += comb(d, n_odd) * hits
    assert multiplicity[d] == degeneracy_formula(d, l)
    print(f"d = {d}, l = {l}: L^2 = {angular}, (d-1)(d-3)/4 = "
          f"{dimensional:.0f}, sum = {coefficient:.0f}")
    print(f"  Cartesian lowest level  = {ground[d]:.8f} hbar*omega")
    print(f"  Cartesian next radial   = {excited[d]:.8f} hbar*omega")
    print(f"  multiplicity of lowest level = {multiplicity[d]}")

for d in (5, 7):
    assert abs(ground[d] - ground[3]) < 1e-8
    assert abs(excited[d] - excited[3]) < 1e-8
print(f"Reduced equation, lowest level = {radial[0]:.6f} hbar*omega")
print(f"Reduced equation, next level   = {radial[1]:.6f} hbar*omega")
print(f"Basis error, lowest level = {ground[3] - radial[0]:.1e} hbar*omega")
print(f"Basis error, next level   = {excited[3] - radial[1]:.1e} hbar*omega")

ratio_37 = profile[3] / profile[7]
ratio_57 = profile[5] / profile[7]
ratio_37 /= ratio_37[1]
ratio_57 /= ratio_57[1]
assert np.allclose(ratio_37, radii**2, atol=1e-7)
assert np.allclose(ratio_57, radii, atol=1e-7)
print("Radial function ratios, scaled to 1 at r = 1 (oscillator length):")
for q, a, b in zip(radii, ratio_37, ratio_57):
    print(f"  r = {q:.1f}: R_3/R_7 = {a:.6f}, R_5/R_7 = {b:.6f}")

# --- control: raise d by two without lowering l ---
control_H, _ = cartesian_hamiltonian(5, 2, 2 + 2 * SHELLS)
control = np.linalg.eigvalsh(control_H)[0]
control_radial = reduced_radial_levels((2 + 3 / 2)**2 - 0.25)[0]
assert abs(control - control_radial) < 1e-4
assert control - ground[3] > 0.5
print(f"Control d = 5, l = 2: lowest level = {control:.6f} hbar*omega")
print(f"Control minus chain level = {control - ground[3]:.6f} hbar*omega")

print("checks complete")
```

It prints:

```
Angular spectrum on polynomials of degree 4 in d = 4:
  L^2 = 0 hbar^2, multiplicity 1
  L^2 = 8 hbar^2, multiplicity 9
  L^2 = 24 hbar^2, multiplicity 25
Potential V = r^2/2 + 0.1 r^4 (oscillator units)
Cartesian basis frequency = 1.6 omega
Radial functions per angular function = 7
d = 3, l = 2: L^2 = 6, (d-1)(d-3)/4 = 0, sum = 6
  Cartesian lowest level  = 4.48224698 hbar*omega
  Cartesian next radial   = 7.77901503 hbar*omega
  multiplicity of lowest level = 5
d = 5, l = 1: L^2 = 4, (d-1)(d-3)/4 = 2, sum = 6
  Cartesian lowest level  = 4.48224698 hbar*omega
  Cartesian next radial   = 7.77901503 hbar*omega
  multiplicity of lowest level = 5
d = 7, l = 0: L^2 = 0, (d-1)(d-3)/4 = 6, sum = 6
  Cartesian lowest level  = 4.48224698 hbar*omega
  Cartesian next radial   = 7.77901503 hbar*omega
  multiplicity of lowest level = 1
Reduced equation, lowest level = 4.482247 hbar*omega
Reduced equation, next level   = 7.779015 hbar*omega
Basis error, lowest level = 2.8e-08 hbar*omega
Basis error, next level   = 3.8e-07 hbar*omega
Radial function ratios, scaled to 1 at r = 1 (oscillator length):
  r = 0.5: R_3/R_7 = 0.250000, R_5/R_7 = 0.500000
  r = 1.0: R_3/R_7 = 1.000000, R_5/R_7 = 1.000000
  r = 1.5: R_3/R_7 = 2.250000, R_5/R_7 = 1.500000
  r = 2.0: R_3/R_7 = 4.000000, R_5/R_7 = 2.000000
Control d = 5, l = 2: lowest level = 5.957734 hbar*omega
Control minus chain level = 1.475487 hbar*omega
checks complete
```
